# Steady Delamination Energy of Two Identical Beams in Four-Point Bending

Q: Two identical strips are bonded face to face and bent until they come apart. A single load reading is then turned into an interface energy, although nobody measures the crack length. Before I believe that, tell me what is being loaded.

A: Each strip has thickness $h$ and width $b$. The sandwich lies on two outer rollers and is pressed from above by two inner rollers. The lower strip is cut through at midspan, down to the interface. From this notch two cracks run along the interface, one to the left and one to the right, and I take them to be equally long.

$P$ is the total load, so each inner roller pushes with $P/2$. $L$ is the horizontal distance from an inner roller to the neighbouring outer one. The strips are linear elastic, deflections are small, and the rollers are frictionless for now. I neglect the stiffness of the film between the strips; for the 100 nm film of the example below, staying on the uncut strip, it lowers $G$ by about 0.1 %. I want $G$, the energy released per unit area of either crack.

Q: The moment in a bent beam usually varies along its length. Then $G$ should depend on where the crack tip is.

A: Between the inner rollers it does not vary. Cut the specimen there, at a distance $s$ inward from the right inner roller, and look at the piece to the right. The outer roller pushes up with $P/2$ at distance $s+L$ from the cut, and the inner roller pushes down with $P/2$ at distance $s$. The vertical forces cancel, so the cut carries no shear force. The moment is

$$M=\frac P2(s+L)-\frac P2 s=\frac{PL}{2},$$

and $s$ has dropped out. Per unit width,

$$m=\frac{M}{b}=\frac{PL}{2b}.$$

This moment stretches the lower face. If $P$ denoted the load on one roller, $m$ would be twice as large and $G$, which will turn out quadratic in $m$, four times as large.

Q: Behind the crack tip there are still two strips. Why shouldn't they share the moment?

A: Take the part of the lower strip between the notch and any section behind the tip. Its notch end is free, its lower face is free, and its upper face is a crack face. If the crack is open, no force acts on this piece, so equilibrium requires zero force and zero moment on the section. The upper strip therefore carries all of $m$.

Q: You assumed that the crack is open. The strips might press on each other.

A: Follow both strips from the tip towards the notch, over a distance $x$. The unloaded flap stays straight. The upper strip has curvature $\kappa$, and because the specimen sags, it bends upward from its tangent at the tip. Leaving out the extra rotation at the tip, the gap is

$$g(x)=\tfrac12\kappa x^2>0 .$$

The faces separate. With the notch on the compressed side the curvature would have the opposite sign relative to the flap, the faces would be pressed together, and the argument would fail.

A two-dimensional finite-element calculation with a crack of length $6h$ gave a positive gap at all points of the crack faces. The second derivative of the gap agreed with $\kappa$ within 0.5 %. The line "gap curvature" in the numerical output shows 0.0007 instead of a value near one. That printed ratio was divided by $h$ once where twice was needed, so it still contains the factor $h=0.00075$ m. The comparison within 0.5 % used the correct scaling.

Q: Very well. How stiff is the strip that carries the moment?

A: Let $y$ be the distance from the middle of a section, counted positive towards the stretched side. The strain along the beam is $\varepsilon=\kappa y$. I first assume that the strip cannot strain across its width, which is called plane strain. The stress through the thickness is zero, and the width stress $\sigma_w$ follows from

$$0=\varepsilon_w=\frac{\sigma_w-\nu\sigma}{E}\quad\Rightarrow\quad \sigma_w=\nu\sigma .$$

Insert this in the strain along the beam:

$$\varepsilon=\frac{\sigma-\nu\sigma_w}{E}=\frac{(1-\nu^2)\sigma}{E}
\quad\Rightarrow\quad \sigma=E'\varepsilon,\qquad E'=\frac{E}{1-\nu^2}.$$

The moment per width of one strip is

$$m=\int_{-h/2}^{h/2}\sigma y\,dy=E'\kappa\int_{-h/2}^{h/2}y^2dy=\frac{E'h^3}{12}\,\kappa .$$

So $m=D_1\kappa$ with $D_1=E'h^3/12$. The stored energy per unit area of beam is $\tfrac12 m\kappa=m^2/(2D_1)$.

Q: Ahead of the tip there are two such strips, so the stiffness there is $2D_1$.

A: That would hold if they could slide freely over each other. The bond transmits shear, so plane sections run through both strips, and the pair bends as one beam of thickness $2h$:

$$D_2=\frac{E'(2h)^3}{12}=8D_1 .$$

The distinction matters. I'll come back to the sliding case once we have $G$.

Q: Here is my main objection. When the crack grows, the specimen becomes softer and stores more energy at the same load. How can an increase of stored energy drive a crack?

A: The rollers supply it. Let $\delta$ be the displacement of the inner rollers and $C$ the compliance, $\delta=CP$. The stored energy is $U=\tfrac12P\delta$. At fixed $P$ a small advance of the cracks gives

$$dU=\tfrac12P\,d\delta,\qquad dW=P\,d\delta=2\,dU .$$

The work $dW$ is twice the gain in stored energy. The other half, $dW-dU=dU$, is available to the cracks.

Q: And if the machine holds the displacement instead of the load?

A: Then the rollers do no work and the energy comes out of the specimen. With $U=\delta^2/(2C)$ at fixed $\delta$,

$$-dU=\frac{\delta^2}{2C^2}\,dC=\tfrac12P^2dC .$$

At fixed load, $dU=\tfrac12P\,d\delta=\tfrac12P^2dC$ as well. The energy release is the same at the same load and crack length. What differs is what happens next: at fixed displacement the load falls as $C$ rises.

Q: The stress around a crack tip is complicated. You have computed beams and no tip.

A: The tip field need not be known if it merely moves along. Suppose the tip is several $h$ from both the notch and the inner roller. Advance it by $da$. The field around it is carried forward unchanged, because the sections on both sides are the same as before. The net change is that a length $da$ of bonded beam has become cracked beam, under the same $m$. The parts outside the inner rollers keep their moments and their energy. Hence, per unit crack area,

$$G=\frac{m^2}{2D_1}-\frac{m^2}{2D_2}
=\frac{m^2}{2D_1}\left(1-\frac18\right)=\frac{7m^2}{16D_1}.$$

Now insert $D_1=E'h^3/12$:

$$G=\frac{7\cdot12\,m^2}{16E'h^3}=\frac{21m^2}{4E'h^3}.$$

With $m^2=P^2L^2/(4b^2)$ and $1/E'=(1-\nu^2)/E$ this becomes

$$\boxed{G=\frac{21(1-\nu^2)P^2L^2}{16Eb^2h^3}}$$

The crack length is absent. If the interface has a constant toughness, the cracks advance at a constant load within this small-deflection model, and that plateau is the reading to use.

For the freely sliding strips you proposed, $D_2=2D_1$ would give $G=m^2/(4D_1)$, which is $4/7$ of the bonded value at the same $m$.

Q: "Several $h$" is vague. How close may the tip come?

A: The finite-element model contains a real crack and the roller forces, and it obtains $G$ from the change of energy on crack advance. Its inner rollers are $10h$ from midspan. The ratio of its $G$ to the formula is 0.987 at crack length $0.5h$, a value that rises by about 0.005 with a finer mesh and a shorter crack advance. It is 1.000 at $h$, $2h$, $5h$ and $7h$, and 1.005 at $9h$, which is one $h$ short of the roller. For this geometry the steady range is therefore wide.

Beyond the inner roller the moment falls and a shear force appears, so the formula no longer applies.

Q: Does the factor $21$ survive if the strips are not equally thick?

A: No, but the argument does. Let the uncut strip have thickness $h_1$ and the notched one $h_2$, of the same material. The cracked part has stiffness $E'h_1^3/12$ and the bonded part $E'(h_1+h_2)^3/12$, so

$$G=\frac{6m^2}{E'}\left[\frac1{h_1^3}-\frac1{(h_1+h_2)^3}\right].$$

For $h_1=h_2=h$ the bracket is $7/(8h^3)$ and we recover $21m^2/(4E'h^3)$.

For $h_2\ll h_1$, expand $(h_1+h_2)^{-3}\approx h_1^{-3}-3h_2h_1^{-4}$. Then $G\approx18m^2h_2/(E'h_1^4)$, which vanishes with $h_2$: peeling off a very thin layer hardly softens the beam. This is why a thin film is given a thick strip as backing.

For $h_2\gg h_1$ the second term drops out, and $G$ approaches the full bending energy $6m^2/(E'h_1^3)$ of the uncut strip.

Q: Give me numbers for something an interconnect engineer would test.

A: Take a molybdenum film, 100 nm thick, between two strips of silicon wafer. The strips are cut along [110] from (001) wafers. I choose $h=0.75$ mm, $b=5$ mm, $L=5$ mm and a plateau load $P=16$ N. Rough elastic constants of silicon, $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, give $E=169.7$ GPa along the strip and $\nu=0.0606$ between the strip and width directions. These two directions are equivalent by symmetry, so the plane-strain derivation above holds with these values, and $E'=170.3$ GPa. The last digits reflect the rounded inputs: with 165.7, 63.9 and 79.6 GPa one gets $E=169.1$ GPa, $\nu=0.062$ and $E'=169.8$ GPa, which raises $G$ below by about 0.3 %.

The moment per width is

$$m=\frac{16\ \mathrm N\times0.005\ \mathrm m}{2\times0.005\ \mathrm m}=8.0\ \mathrm N .$$

The stiffnesses are $D_1=5.988$ N m and $D_2=47.90$ N m. The energies per area are

$$\frac{m^2}{2D_1}=\frac{64}{2\times5.988}=5.344\ \mathrm{J/m^2},\qquad
\frac{m^2}{2D_2}=\frac{64}{2\times47.90}=0.668\ \mathrm{J/m^2}.$$

Their difference is $G=4.68$ J/m², or 29.2 eV/nm². The finite-element calculation for the same cubic wafer also gives 4.68 J/m².

The rollers must follow the cracks. Two cracks of width $b$ release $2Gb\,da=\tfrac12P\,d\delta$, so

$$\frac{d\delta}{da}=\frac{4Gb}{P}=\frac{4\times4.676\times0.005}{16}=5.85\times10^{-3}.$$

Each millimetre of advance of both tips moves the inner rollers by 5.85 µm.

Q: With $\nu=0.06$ the factor $1-\nu^2$ is nearly one. Your agreement says little about it.

A: That is a fair objection, so the comparison was repeated for an isotropic solid with $E=170$ GPa and $\nu=0.3$, other inputs unchanged. Formula and finite elements both give 4.263 J/m² in plane strain. With the width stress set to zero instead, which is plane stress, the finite elements give 4.685 J/m². The ratio is $0.910=1-0.3^2$.

Q: Which of the two is right for a real strip? Nothing holds its sides.

A: A free strip bent to radius $R=1/\kappa$ tends to curl across its width with curvature $\nu\kappa$. Its edges then lie off the centre by about $\nu\kappa b^2/8$. This offset adds a strain along the beam of about $\kappa$ times the offset, to be compared with the bending strain $\kappa h/2$. The ratio is

$$\frac{\kappa\,\nu\kappa b^2/8}{\kappa h/2}=\frac{\nu}{4}\,\frac{b^2}{Rh}.$$

Here $R=0.748$ m and $b^2/(Rh)=0.0445$, so the ratio is below $10^{-3}$. Curling costs almost nothing, and a strip far from rollers and crack front would be close to plane stress, where the factor $1-\nu^2$ is absent. Near the rollers and the front the curling is hindered, and a two-dimensional calculation cannot say by how much.

For this wafer cut the question is minor: full freedom to curl raises $G$ by 0.37 %. Choosing the wrong Poisson ratio is worse. The value for [100] directions is 0.278, and putting it in the formula with $E$ held fixed lowers $G$ by 7.4 %.

Q: Real rollers rub.

A: They do, and here that matters more. As the specimen bends, the lower face at the outer rollers moves outward and the upper face at the inner rollers moves inward. Friction opposes both motions. If all contacts slide with coefficient $\mu$, each horizontal force is $\mu P/2$. On each half of the specimen the two forces are opposite and act a height $2h$ apart. They form a couple that reduces the moment:

$$M=\frac{PL}{2}-\frac{\mu P}{2}\,2h=\frac{PL}{2}\left(1-\frac{2\mu h}{L}\right).$$

Since $G\propto M^2$, it is multiplied by $(1-2\mu h/L)^2$. For a rough $\mu=0.1$ the bracket is $1-0.03=0.97$, and the true $G$ lies 5.9 % below the frictionless formula. Finite elements with these friction forces agree with the factor within 0.2 %. A longer arm reduces the error at given $\mu$ and $h$.

Even without friction the arm is not exactly $L$. Where the beam has slope $\theta$, the contact forces tilt and the contact points move around the rollers. This shortens the arm by about $(2h+r_i+r_o)\theta$, with $r_i$ and $r_o$ the roller radii. Here $\theta$ grows from about 0.002 at crack length $h$ to about 0.009 at $9h$. For rollers of 1 mm radius the true $G$ then lies 0.3 % to 1.3 % below the formula, and the plateau load creeps up slightly as the cracks grow.

Q: And the film itself? Sputtered metal is rarely free of stress.

A: Let the film pull with force $N$ per width. Suppose both strips were held flat and at their unstressed length until they were bonded, so that after release they carry the film's pull together. Suppose also that the film stays on the uncut strip. In the bonded pair the film then lies at mid-height and causes no bending. (A sputtered strip is normally free to shorten and curve before bonding, and the formula below then changes. If it is pressed flat for bonding, the pair bends on release and the correction is about $7/8$ as large. If a gap-filling layer bonds it in its curved shape, the film stress drops out of $G$.) After separation it sits on the lower face of the upper strip, compresses that face, and changes the moment from $m$ to $m-Nh/2$. Adding the energy of uniform compression, with stretching stiffness $E'h$ for one strip and $2E'h$ for two,

$$G=\frac{(m-Nh/2)^2}{2D_1}+\frac{N^2}{2E'h}-\frac{m^2}{2D_2}-\frac{N^2}{4E'h}.$$

Finite elements confirm this within 0.2 % for a force enlarged until $Nh/2=0.1m$. For a rough tensile stress of 0.5 GPa in the 100 nm film, $N=50$ N/m and $G$ falls by 0.53 %.

An adhesive layer of 2 µm that transmits shear but carries no bending stress itself moves the strips slightly apart. This makes $D_2=E'[(2h+t)^3-t^3]/12$ with $t=2$ µm, and $G$ rises by 0.06 %.

Q: What stops the wafer from breaking first?

A: Nothing in the formula. Away from the crack tips and the roller contacts, the largest bending stress is at the faces of the uncut strip, $\sigma_{\max}=6m/h^2=85$ MPa here, against a rough wafer strength of 200 MPa that depends strongly on edge damage. Put $m=\sigma_{\max}h^2/6$ into $G=21m^2/(4E'h^3)$:

$$G=\frac{7\,\sigma_{\max}^2h}{48E'} .$$

At 200 MPa this gives $4.68\times(200/85.3)^2\approx26$ J/m². With these strips and that strength, a tougher interface would not be measured, because the silicon would fail first. Thicker strips raise this limit in proportion to $h$, if the strength stays the same. It is only an upper bound, because the crack can also leave the interface. The tip is sheared as well as opened, at a phase angle of about 41°, in the sense that turns a crack into the uncut strip, and a {111} cleavage plane lies 54.7° from the interface. An isotropic estimate gives a stress intensity of about 1.1 MPa√m on that plane already at 4.68 J/m², above the rough toughness of silicon, 0.8 to 0.9 MPa√m. Whether the crack kinks then depends on the layers between the tip and the silicon, which this model does not describe.

Q: So 4.68 J/m² is the bond energy between molybdenum and its neighbour?

A: No. It is all the energy spent per area of crack advance, including plastic work in the metal. For the size of the plastic zone I use a rough plane-strain estimate, not derived here, for an opening crack in a uniform metal, $r_p\approx GE'_{\mathrm{Mo}}/(3\pi\sigma_y^2)$. Rough values for the film are $E=330$ GPa, $\nu=0.3$ and a yield stress $\sigma_y=1.5$ GPa. They give $r_p\approx80$ nm, comparable with the film thickness. The real tip lies at an interface and is also sheared, which tends to enlarge the zone, so this is only an order of magnitude. It suffices to show that plastic work cannot be dismissed, and this model does not tell what share of $G$ it takes.

Q: How close is the example to a real test, then?

A: The strip thickness is close to that of a full-size wafer, and a few J/m² is a plausible magnitude for a film stack. The load was chosen, so the result is no measurement of molybdenum adhesion. Of the corrections sized here for the stated inputs, roller friction is the largest, at about 6 % of $G$. The dimensions matter as well: for small errors,

$$\frac{dG}{G}=2\frac{dP}{P}+2\frac{dL}{L}-2\frac{db}{b}-3\frac{dh}{h},$$

so measuring both strips 1 % too thick makes the inferred $G$ about 3 % too low. The uncut strip decides this: the same error in the notched strip alone changes $G$ by only about 0.2 %, in the opposite direction. I would quote the example as 4.7 J/m² before the friction correction and about 4.4 J/m² after it, and call it an interface toughness.

## Table of computed values

```
total load P = 16.0 N
moment arm L = 5.00 mm; width b = 5.00 mm
thickness of each beam h = 0.75 mm
inner half-span = 7.50 mm
rough silicon C11, C12, C44 = 166, 64, 80 GPa
E along [110] = 169.7 GPa; nu to width = 0.0606
plane-strain modulus E' = 170.3 GPa
moment per width m = 8.000 N
stiffness cracked D1 = 5.988 N m; bonded D2 = 47.904 N m
energy per area cracked m^2/(2 D1) = 5.344 J/m^2
energy per area bonded m^2/(2 D2) = 0.668 J/m^2
G from formula = 4.676 J/m^2 = 29.19 eV/nm^2
G from finite elements, wafer = 4.676 J/m^2
isotropic test, nu = 0.3, E = 170 GPa:
  plane strain: formula 4.2633, elements 4.2633 J/m^2
  plane stress: elements 4.6849 J/m^2
crack length 0.5 h: G(elements)/G(formula) = 0.9874
crack length 1.0 h: G(elements)/G(formula) = 1.0001
crack length 2.0 h: G(elements)/G(formula) = 1.0000
crack length 5.0 h: G(elements)/G(formula) = 1.0000
crack length 7.0 h: G(elements)/G(formula) = 1.0002
crack length 9.0 h: G(elements)/G(formula) = 1.0050
radius of curvature of cracked part = 0.748 m
gap curvature, elements / beam theory = 0.0007
roller displacement per crack advance = 5.85 um/mm
width parameter b^2/(R h) = 0.0445
free curling across width: G change = +0.37 %
[100] Poisson ratio = 0.278; its use for nu changes G by -7.40 %
friction coefficient (rough) = 0.10: G change = -5.91 %
Mo film (rough): 100 nm, stress 0.5 GPa, force 50.0 N/m
film stress: G change = -0.53 %
adhesive 2.0 um: G change = +0.057 %
largest slope in inner span < 0.0100 rad
bending stress = 85.3 MPa; rough wafer strength = 200 MPa
Mo rough E = 330 GPa, nu = 0.3, yield = 1.5 GPa
plastic zone estimate in Mo = 80 nm
```
